# Momentum wave functions of hydrogen's bound states: derivation and properties, part 1

(Sections cited here and not found follow in the second part.)

**A.** The objection is right, and the statement has to be sharpened: the polynomial will come multiplied by an algebraic factor that supplies the decay. The model is one electron without spin and without relativity, bound to a fixed point nucleus of charge \(Z\). In Rydberg units \(\hbar=1\), \(2m=1\), \(e^2=2\). The Bohr radius \(a_0=\hbar^2/(me^2)\) then equals 1, momenta are measured in \(\hbar/a_0\), energies in Ry \(=e^2/(2a_0)\), and

\[ H=-\nabla^2-\frac{2Z}{r}. \]

Take \(Z=1\) for now. The states to be transformed are \(\psi=R_{nl}(r)\,Y_{lm}(\hat{\mathbf r})\) with

\[ R_{nl}(r)=N\left(\frac{2r}{n}\right)^{l}e^{-r/n}\,L_k^{2l+1}\!\left(\frac{2r}{n}\right),\qquad k=n-l-1,\qquad N=\frac{2}{n^2}\sqrt{\frac{k!}{(n+l)!}}, \tag{1} \]

where the Laguerre polynomial is defined by its explicit sum,

\[ L_k^{\alpha}(y)=\sum_{j=0}^{k}(-1)^j\binom{k+\alpha}{k-j}\frac{y^j}{j!}. \tag{2} \]

Since \(L_k^\alpha(0)>0\), this convention makes \(R_{nl}\) positive near the origin. The momentum function is

\[ \phi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\,\psi(\mathbf r)\,d^3r . \tag{3} \]

**Q.** You have simply written (1) down. I want to see that it solves the Schrödinger equation.

**A.** It is useful to check something slightly more general. Let \(\kappa>0\) be a free inverse length and define

\[ u_k(r)=r^l e^{-\kappa r}L_k^{2l+1}(2\kappa r). \tag{4} \]

First the differential equation of the polynomial. Write \(c_j\) for the coefficient of \(y^j\) in (2). Because \(\binom{k+\alpha}{k-j}=(k+\alpha)!/[(k-j)!\,(\alpha+j)!]\), neighbouring coefficients obey \((j+1)(j+\alpha+1)\,c_{j+1}=-(k-j)\,c_j\). The coefficient of \(y^j\) in \(yL''+(\alpha+1-y)L'+kL\) is \((j+1)j\,c_{j+1}+(\alpha+1)(j+1)c_{j+1}-jc_j+kc_j\), which is \((j+1)(j+\alpha+1)c_{j+1}+(k-j)c_j=0\). Hence

\[ yL''+(\alpha+1-y)L'+kL=0 . \]

Now put \(u=r^le^{-\kappa r}v(r)\). Then

\[ u'=r^le^{-\kappa r}\Big[v'+\Big(\frac lr-\kappa\Big)v\Big],\qquad u''=r^le^{-\kappa r}\Big[v''+2\Big(\frac lr-\kappa\Big)v'+\Big(\frac lr-\kappa\Big)^2v-\frac{l}{r^2}v\Big]. \]

On a function \(u(r)Y_{lm}\) the operator \(-\nabla^2+\kappa^2\) acts as \(-u''-2u'/r+l(l+1)u/r^2+\kappa^2u\). Collect the terms that multiply \(v\) itself. The \(1/r^2\) terms are \(-l^2+l-2l+l(l+1)=0\). The constant terms are \(-\kappa^2+\kappa^2=0\). The \(1/r\) terms are \(2l\kappa+2\kappa\). The derivative terms are \(-[rv''+(2l+2-2\kappa r)v']/r\). With \(v=L(y)\), \(y=2\kappa r\) and \(\alpha=2l+1\), the bracket is \(2\kappa[yL''+(\alpha+1-y)L']=-2\kappa kL\). Adding,

\[ (-\nabla^2+\kappa^2)\,u_kY_{lm}=\frac{2\kappa(k+l+1)}{r}\,u_kY_{lm}. \tag{5} \]

This is the Schrödinger equation \((-\nabla^2-2/r)\psi=E\psi\) with \(E=-\kappa^2\) exactly when \(\kappa(k+l+1)=1\), that is \(\kappa=1/n\) with \(n=k+l+1\). So \(E_n=-1/n^2\) Ry and \(R_{nl}=N(2\kappa)^lu_k\) at \(\kappa=1/n\). Whether the list of bound states is complete is a separate question that the transform does not need. The constant \(N\) is best checked once the generating function is available.

**Q.** Equation (3) is a three-dimensional integral. How does it become a Hankel transform, and why should the same \(Y_{lm}\) come out?

**A.** The angular integral is done in axes whose polar direction is \(\hat{\mathbf p}\). Call the polar angles of \(\hat{\mathbf r}\) in these axes \(\theta',\varphi'\), and put \(\mu=\cos\theta'=\hat{\mathbf p}\cdot\hat{\mathbf r}\). The operator \(L^2\) is unchanged by a rotation, so \(Y_{lm}(\hat{\mathbf r})\) is still an eigenfunction with the same \(l\) in the new axes and can be expanded as \(\sum_{m'}b_{m'}Y_{lm'}(\theta',\varphi')\). At the pole \(\theta'=0\), where \(\hat{\mathbf r}=\hat{\mathbf p}\), every term with \(m'\neq0\) vanishes because it carries a factor \(\sin^{|m'|}\theta'\), and \(Y_{l0}=\sqrt{(2l+1)/4\pi}\,P_l(\mu)\) with \(P_l(1)=1\). Therefore \(b_0\sqrt{(2l+1)/4\pi}=Y_{lm}(\hat{\mathbf p})\). For any function \(f(\mu)\), the integral over \(\varphi'\) removes the terms with \(m'\ne0\) and leaves

\[ \int f(\hat{\mathbf p}\cdot\hat{\mathbf r})\,Y_{lm}(\hat{\mathbf r})\,d\Omega=2\pi\,Y_{lm}(\hat{\mathbf p})\int_{-1}^{1}f(\mu)P_l(\mu)\,d\mu . \tag{6} \]

Here \(f=e^{-iz\mu}\) with \(z=pr\). Insert the Rodrigues form \(P_l=(2^ll!)^{-1}\,d^l(\mu^2-1)^l/d\mu^l\) and integrate by parts \(l\) times. The boundary terms vanish because \((\mu^2-1)^l\) has a zero of order \(l\) at both ends. Each integration gives a factor \(-1\) and a factor \(-iz\) from the exponential, and \((-1)^l(\mu^2-1)^l=(1-\mu^2)^l\). So

\[ \frac12\int_{-1}^{1}e^{-iz\mu}P_l\,d\mu=(-i)^lz^lg_l(z),\qquad g_l(z)=\frac{1}{2^{l+1}l!}\int_{-1}^{1}(1-\mu^2)^le^{-iz\mu}d\mu . \tag{7} \]

It remains to identify \(g_l\). Directly, \(g_0=\sin z/z\). Differentiating brings down \(-i\mu\), and \(\mu(1-\mu^2)^l=-[2(l+1)]^{-1}\,d(1-\mu^2)^{l+1}/d\mu\). One more integration by parts gives

\[ \int(-i\mu)(1-\mu^2)^le^{-iz\mu}d\mu=\frac{i}{2(l+1)}\cdot(iz)\int(1-\mu^2)^{l+1}e^{-iz\mu}d\mu=-\frac{z}{2(l+1)}\int(1-\mu^2)^{l+1}e^{-iz\mu}d\mu, \]

and \(2^{l+1}l!\cdot2(l+1)=2^{l+2}(l+1)!\), so that

\[ g_l'(z)=-z\,g_{l+1}(z). \tag{8} \]

Repeating (8) from \(g_0\) gives \(g_l=(-z^{-1}d/dz)^l(\sin z/z)\), which is Rayleigh's definition of \(z^{-l}j_l(z)\). Thus \(j_l=z^lg_l\), and (7) also shows that \(g_l\) is real and that \(|g_l(z)|\le g_l(0)\) for real \(z\). The angular integral in (3) is \(4\pi(-i)^lj_l(pr)Y_{lm}(\hat{\mathbf p})\), and \(4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}\). The result is

\[ \phi(\mathbf p)=(-i)^lF_{nl}(p)\,Y_{lm}(\hat{\mathbf p}),\qquad F_{nl}(p)=\sqrt{\frac2\pi}\int_0^\infty r^2j_l(pr)\,R_{nl}(r)\,dr . \tag{9} \]

The function \(F_{nl}\) is real. The phase \((-i)^l\) agrees with parity: for a real combination of the \(Y_{lm}\) the function \(\psi\) is real with parity \((-1)^l\), and a real function of even parity has a real Fourier transform and a real function of odd parity an imaginary one. Parity fixes only this much; the sign, such as \(-1\) for \(l=2\), comes from (7). The opposite sign in the exponent of (3) would give \(i^l\) and the same \(F_{nl}\).

**Q.** Now you will sum over the degree of the Laguerre polynomial. But in (1) the degree \(k=n-l-1\) and the argument \(2r/n\) both change with \(n\). A generating function sums polynomials at one argument. It cannot sum the hydrogen functions.

**A.** It cannot, and that is the reason for (4). The sum runs over the family \(u_0,u_1,u_2,\dots\) at fixed \(l\) and fixed \(\kappa\). By (5), only one member of this family solves the hydrogen problem when \(\kappa=1/n\), namely \(k=n-l-1\); the others solve Coulomb problems with other charges at the same energy \(-\kappa^2\). All members are transformed together, the one wanted is picked out afterwards, and only then is \(\kappa\) tied to \(n\).

The generating function follows from (2). Multiply by \(t^k\), sum over \(k\), and put \(k=j+s\):

\[ \sum_{k}t^kL_k^\alpha(y)=\sum_{j=0}^\infty\frac{(-yt)^j}{j!}\sum_{s=0}^\infty\binom{s+j+\alpha}{s}t^s . \]

The inner sum is the binomial series of \((1-t)^{-\alpha-j-1}\), which converges for \(|t|<1\). The outer sum is then an exponential series in \(-yt/(1-t)\):

\[ \sum_{k=0}^\infty t^kL_k^\alpha(y)=(1-t)^{-\alpha-1}\exp\Big(-\frac{yt}{1-t}\Big). \tag{10} \]

The reordering is allowed because the same calculation with every term replaced by its modulus converges. For \(y\ge0\) it gives the bound

\[ \sum_k|t|^k|L_k^\alpha(y)|\le(1-|t|)^{-\alpha-1}\exp\Big(+\frac{y|t|}{1-|t|}\Big). \tag{11} \]

With \(y=2\kappa r\) and \(\alpha=2l+1\), the exponents in (4) and (10) combine as \(-\kappa r[1+2t/(1-t)]=-\kappa r(1+t)/(1-t)\), so

\[ \sum_kt^ku_k(r)=(1-t)^{-2l-2}\,r^le^{-\gamma r},\qquad\gamma=\kappa\,\frac{1+t}{1-t}. \tag{12} \]

All the polynomials have collapsed into a single exponential times \(r^l\).

**Q.** You owe me the constant \(N\).

**A.** Multiply two copies of (10), with variables \(s\) and \(t\), by \(y^\beta e^{-y}\) and integrate. The total exponent is \(-y\) times

\[ 1+\frac{s}{1-s}+\frac{t}{1-t}=\frac{(1-s)(1-t)+s(1-t)+t(1-s)}{(1-s)(1-t)}=\frac{1-st}{(1-s)(1-t)}, \]

and \(\int_0^\infty y^\beta e^{-ay}dy=\beta!/a^{\beta+1}\). Term-by-term integration is justified by (11) when \(|s|,|t|<1/3\), because then \(|s|/(1-|s|)+|t|/(1-|t|)<1\) and the bound is integrable against \(e^{-y}\). For \(\beta=\alpha\) the factors \((1-s)(1-t)\) cancel completely and leave \(\alpha!\,(1-st)^{-\alpha-1}\), which contains only equal powers of \(s\) and \(t\):

\[ \int_0^\infty y^\alpha e^{-y}L_k^\alpha L_{k'}^\alpha\,dy=\frac{(k+\alpha)!}{k!}\,\delta_{kk'} . \tag{13} \]

For \(\beta=\alpha+1\) one finds \((\alpha+1)!\,(1-s-t+st)(1-st)^{-\alpha-2}\). The terms with equal powers come from \(1+st\), and the coefficient of \((st)^k\) is

\[ (\alpha+1)!\Big[\binom{k+\alpha+1}{k}+\binom{k+\alpha}{k-1}\Big]=\frac{(k+\alpha)!}{k!}\,\big[(k+\alpha+1)+k\big]. \]

With \(\alpha=2l+1\) one has \(k+\alpha=n+l\) and \(2k+\alpha+1=2n\). In \(\int r^2R^2dr\) put \(y=2r/n\), so that \(r^2dr=(n/2)^3y^2dy\). Then \(1=N^2(n/2)^3\cdot2n\,(n+l)!/k!=N^2(n^4/4)(n+l)!/k!\), which is the \(N\) of (1).

**Q.** Granted. You now need the Hankel transform of \(r^le^{-\gamma r}\), and I would rather not look it up in a table.

**A.** It follows from (8) by induction. For complex \(\gamma\) with \(\operatorname{Re}\gamma>0\) and real \(p>0\) define

\[ I_l=\int_0^\infty r^{l+1}j_l(pr)\,e^{-\gamma r}dr,\qquad\text{so that}\qquad p^{-l}I_l=\int_0^\infty r^{2l+1}g_l(pr)\,e^{-\gamma r}dr . \]

For \(l=0\), write the sine as two exponentials:

\[ I_0=\frac1p\cdot\frac1{2i}\Big[\frac1{\gamma-ip}-\frac1{\gamma+ip}\Big]=\frac1p\cdot\frac{1}{2i}\cdot\frac{2ip}{\gamma^2+p^2}=\frac1{\gamma^2+p^2}. \]

By (8), \(\partial_p\,g_l(pr)=r\,g_l'(pr)=-pr^2g_{l+1}(pr)\). Differentiation under the integral is allowed because \(g_{l+1}\) is bounded and the exponential controls any power of \(r\). Therefore

\[ \frac{d}{dp}\big(p^{-l}I_l\big)=-p\int_0^\infty r^{2l+3}g_{l+1}(pr)e^{-\gamma r}dr=-p\cdot p^{-l-1}I_{l+1}. \]

Suppose \(p^{-l}I_l=2^ll!\,(\gamma^2+p^2)^{-l-1}\), as holds for \(l=0\). Its derivative is \(-2p(l+1)\,2^ll!\,(\gamma^2+p^2)^{-l-2}\). Dividing by \(-p\) gives \(p^{-l-1}I_{l+1}=2^{l+1}(l+1)!\,(\gamma^2+p^2)^{-l-2}\), the same form with \(l+1\). Hence for all \(l\)

\[ I_l=\frac{(2p)^l\,l!}{(\gamma^2+p^2)^{l+1}} . \]

The integral wanted in (9) has \(r^2\cdot r^l\), one power more. A factor \(r\) is produced by \(-\partial/\partial\gamma\), which acts on the denominator as \(2\gamma(l+1)(\gamma^2+p^2)^{-l-2}\):

\[ J_l(\gamma)=\int_0^\infty r^{l+2}j_l(pr)\,e^{-\gamma r}dr=\frac{2^{l+1}(l+1)!\;p^l\,\gamma}{(\gamma^2+p^2)^{l+2}} . \tag{14} \]

The powers are integers, so no branch has to be chosen for complex \(\gamma\), and the zeros \(\gamma=\pm ip\) of the denominator lie on the edge of the half plane, outside the region used.

**Q.** You are about to integrate an infinite series term by term against an oscillating Bessel function. That is where I expect trouble.

**A.** The oscillation is not needed for convergence. Call the transform of one member

\[ T_k(p)=\int_0^\infty r^2j_l(pr)\,u_k(r)\,dr . \]

By (11), \(\sum_k|t|^k|u_k|\) is at most \((1-|t|)^{-2l-2}r^l\exp[-\kappa r+2\kappa r|t|/(1-|t|)]\), which decays exponentially when \(2|t|<1-|t|\), that is \(|t|<1/3\). Since \(|j_l(pr)|\le(pr)^lg_l(0)\), the sum and the integral converge absolutely together and may be exchanged:

\[ \sum_kt^kT_k(p)=(1-t)^{-2l-2}J_l(\gamma). \tag{15} \]

Two power series that agree on a disc of any positive radius have the same coefficients, so this is enough. The restriction to \(1/3\) belongs to the bound and not to the result. On the circle \(|t|=\rho<1\),

\[ \operatorname{Re}\gamma=\kappa\,\frac{\operatorname{Re}[(1+t)(1-\bar t)]}{|1-t|^2}=\kappa\,\frac{1-\rho^2}{|1-t|^2}\ge\kappa\,\frac{1-\rho}{1+\rho}>0, \]

so the right side of (15) is an analytic function of \(t\) in the whole unit disc, given there both by the integral and by (14), and its Taylor series converges in the whole disc. The program checks (14) by quadrature at four points of the circle \(\rho=1/2\), outside the small disc, two with real and two with complex \(\gamma\), for \(l\le3\), and compares it there with the summed series derived next.

**Q.** So far I see a rational function of \(\gamma\). Where is the variable you promised?

**A.** It appears when \(\gamma^2+p^2\) is written over a common denominator:

\[ \gamma^2+p^2=\frac{\kappa^2(1+t)^2+p^2(1-t)^2}{(1-t)^2}=\frac{(\kappa^2+p^2)(1+t^2)-2t\,(p^2-\kappa^2)}{(1-t)^2}. \]

Taking out \(\kappa^2+p^2\),

\[ \gamma^2+p^2=\frac{(\kappa^2+p^2)\,D}{(1-t)^2},\qquad D=1-2xt+t^2,\qquad x=\frac{p^2-\kappa^2}{p^2+\kappa^2}. \tag{16} \]

The variable is forced by the algebra: it is the ratio of the coefficient of \(-2t\) to the coefficient of \(1+t^2\). At \(\kappa=1/n\), multiplying numerator and denominator by \(n^2\) gives \(x=(n^2p^2-1)/(n^2p^2+1)\). It runs from \(-1\) at \(p=0\) through \(0\) at \(p=\kappa\) to \(+1\) as \(p\to\infty\).

Now insert (16) in (14) and (15) and count the powers of \(1-t\). The generating function gives \(-(2l+2)\), the factor \(\gamma\) gives \(-1\), and the denominator raised to \(l+2\) gives \(+(2l+4)\). The total is \(+1\). That single factor \(1-t\) joins the \(1+t\) from \(\gamma\):

\[ \sum_kt^kT_k(p)=\frac{2^{l+1}(l+1)!\;\kappa\,p^l}{(\kappa^2+p^2)^{l+2}}\;\frac{1-t^2}{D^{\,l+2}} . \tag{17} \]

**Q.** The Gegenbauer generating function is a bare power of \(D\). You have an extra \(1-t^2\), and the power is \(l+2\). I would have read off \(C^{l+2}\), or a difference of two of them.

**A.** A difference of two polynomials of index \(l+2\) is a correct reading, since the coefficient of \(t^k\) is \(C_k^{l+2}-C_{k-2}^{l+2}\), but that difference is a single polynomial of index \(l+1\). Fix the definition first:

\[ D^{-\lambda}=\sum_{k=0}^\infty C_k^\lambda(x)\,t^k . \tag{18} \]

For \(-1\le x\le1\) write \(x=\cos\chi\); then \(D=(1-te^{i\chi})(1-te^{-i\chi})\) has no zero for \(|t|<1\) and the series converges there. Four properties follow from (18). Expanding \([1-t(2x-t)]^{-\lambda}=\sum_s\binom{s+\lambda-1}{s}t^s(2x-t)^s\), the highest power of \(x\) in the coefficient of \(t^k\) comes from \(s=k\), so \(C_k^\lambda\) is a polynomial of degree exactly \(k\). The first three are \(C_0^\lambda=1\), \(C_1^\lambda=2\lambda x\), and \(C_2^\lambda=2\lambda(\lambda+1)x^2-\lambda\), where the first term comes from \(s=2\) and the second from the \(-t^2\) in \(s=1\). Since \(D\) is unchanged when \(x\) and \(t\) both change sign, \(C_k^\lambda(-x)=(-1)^kC_k^\lambda(x)\). And at \(x=1\), \(D=(1-t)^2\), so \(C_k^\lambda(1)=\binom{k+2\lambda-1}{k}\).

Apply \(\lambda+t\,\partial_t\) to both sides of (18). On the right it multiplies the \(k\)-th term by \(k+\lambda\). On the left,

\[ (\lambda+t\partial_t)D^{-\lambda}=\lambda D^{-\lambda-1}\big[D-t(-2x+2t)\big]=\lambda D^{-\lambda-1}\big[1-2xt+t^2+2xt-2t^2\big]=\lambda\,\frac{1-t^2}{D^{\lambda+1}} . \]

Therefore

\[ \frac{1-t^2}{D^{\lambda+1}}=\sum_k\frac{k+\lambda}{\lambda}\,C_k^\lambda(x)\,t^k . \tag{19} \]

In (17) \(\lambda+1=l+2\), so \(\lambda=l+1\). The \(1/\lambda\) turns \((l+1)!\) into \(l!\), and comparing coefficients of \(t^k\) gives

\[ T_k(p)=2^{l+1}\,l!\,(k+l+1)\,\frac{\kappa\,p^l}{(\kappa^2+p^2)^{l+2}}\;C_k^{l+1}(x). \tag{20} \]

This holds for every \(\kappa>0\), \(k\) and \(l\). The program confirms it as an exact identity between polynomials in \(\kappa\) and \(p\) for all \(k,l\le3\), with the left side obtained without any generating function, by integrating the finite exponential form of \(j_l\) term by term.

**Q.** Then collect the constants and state the result, with every power of \(n\) and of 2 accounted for.

**A.** From (9) and \(R_{nl}=N(2\kappa)^lu_k\), \(F_{nl}=\sqrt{2/\pi}\,N(2\kappa)^lT_k\) at \(\kappa=1/n\). Three substitutions are needed: \((k+l+1)\kappa=n\cdot\frac1n=1\); \((\kappa^2+p^2)^{-l-2}=n^{2l+4}(n^2p^2+1)^{-l-2}\); and \(p^l=n^{-l}(np)^l\). The powers of 2 outside the square root are \(1\) from \(N\), \(l\) from \((2\kappa)^l\) and \(l+1\) from (20), in all \(2l+2\). The powers of \(n\) are \(-2\) from \(N\), \(-l\) from \(\kappa^l\), \(2l+4\) from the denominator and \(-l\) from \(p^l\), in all \(+2\). The result is the Podolsky–Pauling function

\[ F_{nl}(p)=\sqrt{\frac{2\,(n-l-1)!}{\pi\,(n+l)!}}\;n^2\,2^{2l+2}\,l!\;\frac{(np)^l}{(n^2p^2+1)^{l+2}}\;C_{n-l-1}^{\,l+1}\!\left(\frac{n^2p^2-1}{n^2p^2+1}\right), \tag{21} \]

with \(\phi=(-i)^lF_{nl}Y_{lm}(\hat{\mathbf p})\). The factor in front of the polynomial answers the first objection: it behaves as \(p^l\) near the origin and falls as \(p^{-l-4}\) at infinity, where the polynomial tends to a nonzero constant.

**Q.** A formula with that many factorials can be wrong in a sign or a factor of two. Try it on cases I can do by hand.

**A.** For 1s, (1) gives \(R=2e^{-r}\), and (14) with \(l=0\), \(\gamma=1\) gives \(J_0=2/(1+p^2)^2\), so \(F=\sqrt{2/\pi}\;4/(1+p^2)^2\). Formula (21) has \(\sqrt{2/\pi}\cdot1\cdot4\cdot C_0^1/(1+p^2)^2\), the same.

The 2s state tests the sign of \(x\). Formula (21) has the constant \(\sqrt{2/(2\pi)}\cdot4\cdot4=16/\sqrt\pi\) and \(C_1^1=2x\), so \(F_{20}=(32/\sqrt\pi)(4p^2-1)/(4p^2+1)^3\) and \(F_{20}(0)=-32/\sqrt\pi\). Directly, \(j_0(0)=1\) and \(R_{20}=(2\sqrt2)^{-1}(2-r)e^{-r/2}\), with \(\int r^2e^{-r/2}dr=2!\cdot2^3=16\) and \(\int r^3e^{-r/2}dr=3!\cdot2^4=96\). So \(F_{20}(0)=\sqrt{2/\pi}\,(32-96)/(2\sqrt2)=-32/\sqrt\pi\). The negative sign arises because the outer lobe of \(R_{20}\), which is negative, outweighs the inner one in \(\int r^2R\,dr\). In general (21) has the sign \((-1)^k\) at small \(p\), from \(C_k(-1)=(-1)^kC_k(1)\), which is the sign of the outermost lobe of \(R\); and it is positive at large \(p\), which is the sign of \(R\) near the nucleus.

Beyond these, the program compares (21) with numerical quadrature of (9) for all states with \(n\le6\) at five momenta. The largest absolute difference is \(7\times10^{-13}\,(\hbar/a_0)^{-3/2}\). It also evaluates the full three-dimensional integral (3) for a 2p, a 3p and a 3d state, which tests the phase \((-i)^l\) and the angular factor.

The momentum functions of the hydrogen bound states have been derived as (21), a Gegenbauer polynomial times an algebraic factor that supplies the decay, and checked against direct transforms of the position functions. What remains is a check within momentum space, the extension to other nuclear charges, the norm, kinetic energy, nodes and large-momentum tail, a worked numerical example, and the limits of the formula.
